# Does a conducting ferroelectric wall have to carry bound charge?

## Question

Suppose a current map of an n-type ferroelectric shows a 180° wall carrying more current than the domains beside it. I know that a head-to-head wall has positive bound charge, and that this charge attracts electrons. May I reason backwards and conclude that my wall is charged, perhaps through a tilt too small to see? If not, what else could produce the current, and would the effect be large enough to matter?

## Answer

The backward inference fails. Bound charge is one way to make a wall conduct, but a neutral wall can also conduct because ionized donors have gathered there, or because electrons enter more easily where it meets the electrode.

### What counts as bound charge

Let \(x\) be the wall normal and let current flow along \(z\). The bound charge density of the spontaneous polarization is \(\rho_b=-dP_x/dx\). Integrating across the wall gives

\[
\sigma_b=-\int_{-\infty}^{\infty}\frac{dP_x}{dx}\,dx=P_x(-\infty)-P_x(+\infty).
\]

The linear dielectric response to other charges is placed in the permittivity \(\varepsilon\), not in \(\rho_b\).

For the neutral reference wall I take \(\mathbf P\) perpendicular to both \(x\) and \(z\), and so parallel to both the wall and the electrode. Then \(P_x=0\) and \(\sigma_b=0\), and no polarization charge appears at the electrode. If the wall tilts by \(\theta\) in the head-to-head sense, the normal components are \(+P_s\sin\theta\) and \(-P_s\sin\theta\), so \(\sigma_b=2P_s\sin\theta\).

### What the electrons respond to

Consider a flat wall far from the contacts, with electron density \(n\), density \(N_V\) of doubly ionized donors such as oxygen vacancies, and negligible holes. With \(q>0\) the elementary charge, Poisson's equation is

\[
-\varepsilon\phi''=\rho_b+q(2N_V-n).
\]

Far away the crystal is neutral: \(n_0=2N_0\). Integrate over \(x\). The left side vanishes because the field is zero on both sides, leaving

\[
qn_s=\sigma_b+2qN_s,
\]

\[
n_s=\int(n-n_0)\,dx,\qquad N_s=\int(N_V-N_0)\,dx.
\]

The electron excess therefore fixes the sum of bound and donor charge, not either part. If a donor excess has the same charge profile as some \(\rho_b(x)\), Poisson's equation is the same in both cases. So are \(n(x)\) and, at equal mobility and applied field, the interior current.

### Why donors may gather at a neutral wall

Suppose the altered structure of the wall core binds a vacancy with energy \(U(x)\). While vacancies are mobile, at anneal temperature \(T_a\),

\[
N_V=N_0e^{u-2y},\qquad n=n_0e^{y},
\]

where \(u=U/k_BT_a\) and \(y=q\phi/k_BT_a\). The factor 2 is the donor's charge number.

For weak binding, expand to first order and use \(2N_0=n_0\):

\[
2N_V-n\simeq n_0(1+u-2y)-n_0(1+y)=n_0(u-3y).
\]

The integrated charge must vanish, so \(\int y\,dx=\frac13\int u\,dx\), and

\[
n_s\simeq n_0\int y\,dx=\frac{n_0}{3}\int\frac{U}{k_BT_a}\,dx.
\]

Binding alone thus produces an electron excess. The factor \(1/3\) arises because vacancies also screen: they are repelled from the region around the positive core. On cooling, if the donors are frozen and remain ionized, Gauss's law preserves \(n_s\) while the electron profile readjusts.

### A worked case with gathered donors

Take a thick, reduced crystal with parameters roughly in the regime of lead titanate: \(P_s=75\) µC/cm², relative permittivity 100, \(n_0=10^{18}\) cm⁻³ and mobility 0.5 cm²/Vs. The binding is \(U=U_0\,\mathrm{sech}^2(x/\delta)\), with \(U_0=0.40\) eV and \(\delta=0.5\) nm. Vacancies equilibrate at 600 K and are then frozen at 300 K.

This binding is not weak, so the full equations are solved numerically. They give \(n_s=3.68\times10^{12}\) cm⁻² and a peak density \(n/n_0=5.4\), with no bound charge. The electrons are treated classically; for the free-electron mass, quantum confinement together with Fermi–Dirac statistics would lower the peak to about 4.9 without changing \(n_s\). The excess sheet conductance is

\[
q\mu n_s=(1.602\times10^{-19})(0.5)(3.68\times10^{12})
\]
\[
\simeq2.9\times10^{-7}\ \text{S per square}.
\]

Averaged over a strip 20 nm wide centred on the wall, the density is 2.7 times the bulk value. At uniform mobility and field, the current through that strip rises by the same factor.

How much tilt would supply the same sheet charge? The equivalent value is \(\sigma=qn_s=0.590\) µC/cm², so

\[
\theta=\arcsin\frac{0.590}{2(75)}\simeq0.23^\circ.
\]

Over 100 nm of wall this is a sideways displacement of about 0.4 nm, roughly one unit cell. An image must resolve that slope before it can exclude a charged wall with this electron excess.

For the tilted wall with uniform donors there is a useful analytical estimate. Treat the bound charge as a thin sheet. Outside it,

\[
\varepsilon\phi''=q(n-n_0),\qquad n=n_0e^{q\phi/k_BT}.
\]

Multiply by \(\phi'\) and integrate from far away, where \(\phi=\phi'=0\):

\[
\frac{\varepsilon}{2}(\phi')^2=k_BT\left[n-n_0-n_0\ln\frac n{n_0}\right].
\]

By symmetry the field beside the sheet is \(\sigma/2\varepsilon\). With \(r=n_p/n_0\), where \(n_p\) is the peak density,

\[
\frac{\sigma^2}{8\varepsilon k_BTn_0}=r-1-\ln r.
\]

The left side is 1.19 here, giving \(r=3.4\). The numerical solution with a bound-charge layer of finite width gives 3.3.

The neutral wall has the higher peak, 5.4, although its total electron excess is the same. During the anneal \(y>0\) depletes vacancies around the core, so the core's positive charge exceeds the net charge. In linear response, charge at distance \(|x|\) contributes to the central potential with weight \(e^{-\kappa|x|}\), where \(1/\kappa\) is the screening length. Positive charge at the centre therefore counts more than the deficit around it. Equal sheet charge does not imply equal peak density.

### When the donor mechanism becomes weak

A donor that keeps its electrons supplies no positive charge. If its two charges are treated as independent levels at depth \(E_d\), the donor term becomes

\[
2N_V\longrightarrow\frac{2N_V}{1+Kn},\qquad
K=\frac{2e^{E_d/k_BT}}{N_c},
\]

with \(N_c\) the effective density of states of the conduction band, evaluated here for the free-electron mass. A heavier band mass raises \(N_c\) and leaves more donors ionized. Electrons gathering at the wall increase \(Kn\) and neutralize some of the donors that attracted them.

With the same frozen donor profile, the peak density relative to the new bulk density is 1.9 for \(E_d=0.10\) eV and 1.3 for 0.20 eV. At 0.20 eV the excess is \(1.0\times10^{11}\) cm⁻², about 36 times smaller than with full ionization. Keeping the profile fixed overstates this loss, because deep donors are also partly neutral during the anneal (about 57% ionized in the bulk at 600 K for 0.20 eV), so they are repelled less and more of them gather. If the same levels act during the anneal, with equal binding for every charge state, the peaks are 2.5 and 2.3. At 0.20 eV the excess is then \(4.3\times10^{11}\) cm⁻², about 9 times smaller than with full ionization, and the 20 nm average is 2.0 instead of 2.7. Finding vacancies at a wall is therefore not enough to explain a large current; their ionization matters.

The converse inference fails too. Give the tilted wall fixed acceptors whose total charge is \(-\sigma_b\). Gauss's law then gives \(n_s=0\). With the acceptor layer twice as wide as the bound-charge layer, the peak is \(1.04n_0\). That wall carries bound charge but has almost no extra electrons.

### A neutral wall with an easier entrance

Now consider an insulating film whose current is limited by injection at \(z=0\). Let \(W(z)\) be the conduction-band edge above the electrode's Fermi level and \(E_F(z)\) the electron quasi-Fermi level on the same energy scale. Then

\[
n=N_ce^{(E_F-W)/k_BT},\qquad J=-\mu n\frac{dE_F}{dz},
\]

where \(J\) is the magnitude of the electric current density. Since \(e^{E_F/k_BT}dE_F/dz=k_BT\,d(e^{E_F/k_BT})/dz\),

\[
Je^{W/k_BT}=-\mu N_ck_BT\frac{d}{dz}e^{E_F/k_BT}.
\]

In steady one-dimensional flow \(J\) is constant. Integrate across thickness \(d\), with \(E_F=0\) at the injecting contact and \(E_F=-qV_a\) at the other, where \(V_a\) is the applied voltage. For \(qV_a\gg k_BT\),

\[
J=\frac{\mu N_ck_BT}{\displaystyle\int_0^d e^{W(z)/k_BT}\,dz}.
\]

The exponential gives the greatest weight to the barrier top. In a domain with contact barrier \(\phi_B\) and uniform field \(F\),

\[
W_d=\phi_B-qFz-\frac{q^2}{16\pi\varepsilon_{\rm op}z}.
\]

The last term is the image attraction, calculated with the optical permittivity. Setting \(dW_d/dz=0\) gives

\[
z_m=\sqrt{\frac{q}{16\pi\varepsilon_{\rm op}F}},\qquad
W_{d,\max}=\phi_B-\sqrt{\frac{q^3F}{4\pi\varepsilon_{\rm op}}}.
\]

Let a changed interface dipole lower the contact barrier by \(\Delta\) in a strip of width \(w\) where the wall meets the electrode. The strip needs no net charge. For a film much thicker than \(w\), its potential satisfies Laplace's equation in the half-space. The permittivity is equal along \(x\) and \(z\), both perpendicular to \(\mathbf P\). The half-space Poisson kernel gives the energy reduction

\[
V(x,z)=\frac{\Delta}{\pi}\int_{-w/2}^{w/2}\frac{z\,dx'}{(x-x')^2+z^2}
\]
\[
=\frac{\Delta}{\pi}\left[\arctan\frac{x+w/2}{z}-\arctan\frac{x-w/2}{z}\right].
\]

Thus \(W=W_d-V\). The surrounding electrode weakens the lowering as the electron moves inward. The wall-centre maximum cannot be below its value at \(z_m\), so

\[
W_{d,\max}-W_{\max}\le V(0,z_m)=\frac{2\Delta}{\pi}\arctan\frac{w}{2z_m}.
\]

### The injection effect in numbers

Take a 50 nm film at 300 K with \(F=0.5\) MV/cm, \(\phi_B=0.50\) eV, \(\Delta=0.25\) eV, \(w=3\) nm and optical relative permittivity 6. The mobility is again 0.5 cm²/Vs everywhere.

The domain's barrier top lies at 1.1 nm and has height 0.39 eV. At the wall centre the maximum is 0.27 eV. The effective lowering is 0.12 eV, within the bound of 0.15 eV and about half of \(\Delta\).

The height change alone would multiply the current by \(e^{0.1227/0.02585}\simeq115\). The integral gives 76. The remaining factor, about 0.66, means that the wall's barrier has an effective width \(\int e^{(W-W_{\max})/k_BT}dz\) about 1.5 times the domain's.

Through a square of side 20 nm beneath a wide electrode, the current rises from 0.40 pA in a domain to 4.5 pA across the wall, a factor of 11. This calculation treats each \(x\) as a separate channel. A two-dimensional solution that allows sideways flow raises the wall current by about 7%. An isolated contact this small, such as a scanning tip, would concentrate the field in a 50 nm film and change both the currents and their ratio.

What does this current reveal about the wall's interior? Lower the band edge by another 0.1 eV at depths beyond 10 nm. In equilibrium, with no current, this would multiply the electron density there by about 48, yet the current changes by only 0.0002%. In separate one-dimensional channels the quasi-Fermi level falls with the band edge during flow, and the density deep in the film stays near \(J/(q\mu F)\), which the contact sets. With sideways flow, a lowered strip 3 nm wide keeps the injected electrons from spreading, and the wall-centre density at 35 nm depth becomes about four times larger, but the current is still practically unchanged. A contact-limited current therefore says little about how strongly the wall's interior would attract electrons in equilibrium. Bound charge near the contact could itself lower the barrier, but the current alone does not identify the cause.

### How close this is to a real device

The polarization and permittivities are rough values for lead titanate, while the binding energy and barrier lowering are chosen inputs. An electron density of \(10^{18}\) cm⁻³ describes a deliberately reduced crystal, far more conducting than a good insulating film. Real donors may be deep, which in the case above cuts the peak enhancement from 5.4 to about 2.3 for a depth of 0.20 eV, or to 1.3 if the donor profile is held fixed. The example also uses the same permittivity at 600 K as at 300 K, although it can change strongly on heating: a relative value of 200 during the anneal would raise the electron excess to \(4.5\times10^{12}\) cm⁻² and the peak to 7.7. Nor do vacancies stay frozen indefinitely. With a hopping attempt rate of \(10^{13}\) s⁻¹, they diffuse 10 nm at 300 K in about six days if the migration barrier is 0.9 eV, but in about three hours if it is 0.8 eV. Thin films also break the assumption of a wall far from its contacts: a 0.5 eV barrier would deplete the bulk crystal of electrons to a depth of about \(\sqrt{2\varepsilon\phi_B/(q^2n_0)}\), roughly 70 nm, and somewhat less at the donor-rich wall. (The 340 nm in the output counts only the wall's excess donors, so it overestimates the depth in this crystal.) The first example therefore needs a thick sample with ohmic contacts. In the injection example, a barrier of 0.8 eV instead of 0.5 eV would reduce both currents by about \(10^5\) without changing their ratio in this model. Thermally assisted tunnelling could raise the domain current by a factor of about 1.5 to 1.6 and the current at the wall centre, whose barrier is wider, by about 1.2. A semiclassical estimate with the free-electron mass then lowers the ratio from 11 to about 9.5. If \(\mathbf P\) points towards the electrode, the two domains can have different barriers, and a difference of 0.06 eV changes the injected current about tenfold at 300 K. The injection example also assumes that \(\mathbf P\) stays parallel to the electrode. A field of 0.5 MV/cm along \(z\) favours polarization along \(z\), so 90° switching could destroy this wall geometry in a real film. Small-polaron transport, a different mobility at the wall and breakdown are not included.

### What evidence would address the charge

Measure the polarization on both sides and the local wall normal, then evaluate \(\sigma_b=P_x(-\infty)-P_x(+\infty)\). The angular uncertainty must be small enough for the charge in question; here 0.23° matters.

Electrical measurements can narrow the alternatives. With ohmic contacts and a fixed carrier profile, the interior current is linear in field, whereas the injected current also changes through the field-dependent barrier. Removing donors should weaken the donor mechanism, provided that the wall geometry and contacts stay the same. If the current survives, bound charge is still not proved, because a lowered injection barrier remains possible.

The numerical output below lists the main values for both examples.

## Calculated quantities

```
CASE A: donors at a neutral wall
Measurement temperature: 300 K
Anneal temperature: 600 K
Static relative permittivity: 100
Spontaneous polarization: 75 uC/cm2
Bulk electron density: 1e+18 cm^-3
Bulk vacancy density: 5e+17 cm^-3
Vacancy binding energy: 0.4 eV
Wall half-width parameter: 0.5 nm
Electron mobility: 0.5 cm2/Vs
Peak vacancy density: 9.73e+19 cm^-3
Excess electron sheet density: 3.681e+12 cm^-2
Neutral-wall peak n/n0: 5.354
Equivalent bound sheet charge: 0.5898 uC/cm2
Tilt giving that charge: 0.2253 degree
Tilted-wall peak n/n0: 3.272
Thin-sheet formula n/n0: 3.414
Compensated charged-wall n/n0: 1.042
Excess sheet conductance: 2.949e-07 S/square
Mean n/n0 across 20 nm: 2.701
Fermi-Dirac thin-sheet n/n0: 3.358
Confinement energy, free mass: 7.646 meV
Thermal energy: 25.85 meV
Peak n/bulk, donors 0.10 eV deep: 1.865
Excess sheet, donors 0.10 eV deep: 4.844e+11 cm^-2
Peak n/bulk, donors 0.20 eV deep: 1.312
Excess sheet, donors 0.20 eV deep: 1.017e+11 cm^-2
Contact depletion estimate: 340.2 nm
Field beside wall: 0.03331 MV/cm
50 nm diffusion time at 600 K: 0.3471 s
5 nm diffusion time at 300 K: 1.259e+05 s
CASE B: lowered contact barrier
Optical relative permittivity: 6
Film thickness: 50 nm
Applied field: 0.5 MV/cm
Domain contact barrier: 0.5 eV
Strip lowering at contact: 0.25 eV
Strip width: 3 nm
Square contact side: 20 nm
Domain barrier position: 1.095 nm
Domain barrier maximum: 0.3905 eV
Wall barrier maximum: 0.2677 eV
Effective lowering: 0.1227 eV
Upper bound on lowering: 0.1496 eV
Domain current density: 0.09922 A/cm2
Wall-centre current density: 7.567 A/cm2
Wall-centre current ratio: 76.27
Domain contact current: 0.3969 pA
Wall contact current: 4.477 pA
Contact current ratio: 11.28
Change from 0.1 eV interior drop: 0.0002463 %
Lateral-flow current factor: 1.073
Finite-film potential shift: -0.08603 meV
Tunnelling factor estimate: 1.583
Injected electron density: 1.889e+14 cm^-3
Injected-charge potential: 0.04273 mV
Field from 1e17 cm^-3 donors: 0.009048 MV/cm
```
